\section*{Reflectionless oblique incidence of shear-horizontal waves at a welded interface}

\section*{Question}

I am working on thermal boundary resistance between silicon oxide and a silicon substrate, and I am stuck on an exercise about one phonon polarization. A shear-horizontal (SH) plane wave, with its displacement parallel to the interface and perpendicular to the plane of incidence, meets a welded interface between two elastic half-spaces. The second medium has both the higher impedance and the higher shear speed. I am asked for the oblique angle at which nothing is reflected.

At normal incidence the impedances do not match, so there is reflection. Beyond the critical angle everything is reflected. I do not see why the reflection should vanish in between. I tried the optical rule that the refracted ray is perpendicular to the direction of specular reflection, $\theta_1+\theta_2=90^\circ$, but the reflection coefficient is not zero there for my materials. Does the angle exist for every such pair of media, what is it, and does it survive in real silicon, which is not isotropic?

\section*{Answer}

The angle exists for every such pair in the isotropic, lossless model. The reason is that the quantity to be matched is not the impedance alone but the impedance times the cosine of the ray angle.

\subsection*{The reflection coefficient}

Let the interface be $z=0$, with the wave coming from medium 1 at $z<0$. Medium $j$ has density $\rho_j$, shear modulus $\mu_j$, shear speed $c_j=\sqrt{\mu_j/\rho_j}$ and impedance $Z_j=\rho_jc_j$. Angles are measured from the normal. I use $\hbar=1$ in the algebra, so the phonon energy equals the angular frequency $\omega$.

The displacement points along $y$ and depends on $x$ and $z$. The only stresses are then $\sigma_{xy}=\mu\,\partial_xu$ and $\sigma_{zy}=\mu\,\partial_zu$. The interface feels a traction along $y$ alone, so no other polarization is excited.

Write the displacement as $u(z)\,e^{i\omega(px-t)}$. The slowness $p$ along the interface must be the same on both sides, or the two fields could not match at every $x$. This is Snell's law:
\begin{equation}
p=\frac{\sin\theta_1}{c_1}=\frac{\sin\theta_2}{c_2}.
\end{equation}
Newton's law, $-\rho\omega^2u=\partial_z(\mu\,\partial_zu)-\mu\omega^2p^2u$, becomes
\begin{equation}
\partial_z(\mu\,\partial_z u)+\omega^2(\rho-\mu p^2)u=0 .
\end{equation}
In a uniform medium the normal wavenumber is therefore
\begin{equation}
q_j=\omega\sqrt{\frac1{c_j^2}-p^2}=\frac{\omega\cos\theta_j}{c_j}.
\end{equation}
Since $\mu_j/c_j=\rho_jc_j=Z_j$,
\begin{equation}
\mu_jq_j=\omega Y_j,\qquad Y_j=Z_j\cos\theta_j .
\end{equation}
I call $Y_j$ the load that the medium presents to the interface.

Take $u=e^{iq_1z}+r\,e^{-iq_1z}$ on the left and $u=t\,e^{iq_2z}$ on the right. A weld makes displacement and traction continuous:
\begin{equation}
1+r=t,\qquad i\omega Y_1(1-r)=i\omega Y_2t .
\end{equation}
Inserting the first condition into the second gives $Y_1-Y_2=r(Y_1+Y_2)$, so
\begin{equation}
r=\frac{Y_1-Y_2}{Y_1+Y_2}.
\end{equation}
The reflected share of the energy flux is $R=|r|^2$. No frequency appears in $r$, so the angle sought is the same for all frequencies within this model.

\subsection*{Solving for the angle}

Define $z_r=Z_2/Z_1$ and $n=c_2/c_1$, both above 1, and $s=\sin^2\theta_1$. Zero reflection means $Y_1=Y_2$. Both loads are positive below the critical angle, so squaring adds no false root. With $\sin\theta_2=n\sin\theta_1$,
\begin{align}
Z_1^2(1-s)&=Z_2^2(1-n^2s),\\
1-s&=z_r^2-z_r^2n^2s,\\
s\,(z_r^2n^2-1)&=z_r^2-1 .
\end{align}
Hence
\begin{equation}
\boxed{\;\sin^2\theta_B=\frac{z_r^2-1}{z_r^2n^2-1}\;}
\end{equation}
To obtain the tangent, first find
\begin{equation}
\cos^2\theta_B=1-\sin^2\theta_B=\frac{z_r^2(n^2-1)}{z_r^2n^2-1},
\end{equation}
and divide:
\begin{equation}
\tan\theta_B=\frac1{z_r}\sqrt{\frac{z_r^2-1}{n^2-1}} .
\end{equation}

The solution must also lie below the critical angle, where $\sin\theta_1=1/n$. It does, because
\begin{equation}
\cos^2\theta_2=1-n^2\sin^2\theta_B=\frac{n^2-1}{z_r^2n^2-1}>0 .
\end{equation}
Beyond the critical angle $Y_2$ is imaginary while $Y_1$ is real, so $|r|=1$ and no second zero can hide there.

The physical picture follows from the squared load ratio,
\begin{equation}
\left(\frac{Y_2}{Y_1}\right)^2=z_r^2\,\frac{1-n^2s}{1-s}.
\end{equation}
Its derivative with respect to $s$ is $z_r^2(1-n^2)/(1-s)^2$, which is negative for $n>1$. At normal incidence the second medium is too heavy a load, with ratio $z_r>1$. Tilting the wave bends the refracted ray further from the normal than the incident one, and the ratio falls steadily to zero at the critical angle. It passes through 1 once. There $r$ changes sign from negative to positive, and $t=1$.

\subsection*{Other pairs of media, and the $90^\circ$ rule}

The expressions for $\sin^2\theta_B$ and $\cos^2\theta_2$ share a denominator, and both must be positive for an oblique zero. So $z_r^2-1$ and $n^2-1$ must have the same sign: the second medium must be higher in both impedance and speed, or lower in both. The second case is your problem run backwards. Exchanging the media at fixed $p$ turns $r$ into $-r$, so a wave arriving from medium 2 at $\theta_2$ is not reflected either.

As a test of this rule, 300 pairs of media were drawn at random, with densities and moduli between about 0.5 and 2 in arbitrary units. The reflection coefficient had a zero in 156 of them, and these were the pairs that satisfy the rule.

The limits behave as follows.
\begin{itemize}
\item If $z_r\to1$ at fixed $n>1$, the angle goes to normal incidence.
\item If $z_r\to\infty$ at fixed $n$, then $\sin^2\theta_B\to1/n^2$, and the zero is pushed against the critical angle.
\item If $n\to1$ at fixed $z_r>1$, the angle goes to grazing. At $n=1$ itself the two cosines are equal, $r=(1-z_r)/(1+z_r)$ at every angle below $90^\circ$, and there is no zero.
\end{itemize}

Your optical rule requires $\tan\theta_1\tan\theta_2=1$. From the results above, $\tan^2\theta_2=n^2(z_r^2-1)/(n^2-1)$, so at the zero
\begin{equation}
\tan\theta_1\tan\theta_2=\frac{n(z_r^2-1)}{z_r(n^2-1)}=\frac{z_r-1/z_r}{n-1/n}.
\end{equation}
The function $x-1/x$ increases for $x>0$, so this equals 1 only if $z_r=n$. Since $z_r/n=\rho_2/\rho_1$, the rule holds for equal densities, and then $\tan\theta_B=1/n$. In your case, with $z_r$ and $n$ both above 1, a denser second medium means $z_r>n$, so the product exceeds 1 and the angles add to more than $90^\circ$.

\subsection*{Numbers for oxide on silicon}

I take rough typical values. For the oxide, $\rho_1=2.20$ g/cm$^3$ and $\mu_1=31$ GPa. For silicon, $\rho_2=2.33$ g/cm$^3$ and, for now, $\mu_2=C_{44}=80$ GPa. The speeds are 3.754 and 5.860 km/s, and the impedances are 8.258 and 13.653 in units of $10^6$ kg/(m$^2$\,s). So $z_r=1.6532$, $n=1.5610$ and
\begin{equation}
\sin^2\theta_B=\frac{2.733-1}{2.733\times2.437-1}=\frac{1.733}{5.660}=0.306,
\qquad \theta_B=33.6^\circ .
\end{equation}
This is 0.586 rad. The refracted angle is $59.75^\circ$ and the critical angle $39.8^\circ$. Both loads equal $6.88\times10^6$ kg/(m$^2$\,s), as they should. The two ray angles add to $93.35^\circ$, which is why your rule failed. If the silicon density is set equal to that of the oxide with both moduli held fixed, the zero moves to $31.9^\circ$ and the sum becomes $90^\circ$.

A finite-element solution of the wave equation for a 1 meV phonon, in which traction continuity is not imposed but follows from the weak form, also puts the zero at $33.60^\circ$. At incidences of 0, 15, 30, 37, 45 and $70^\circ$ its complex reflection amplitude differs from the formula by at most $4.2\times10^{-6}$, on a scale where total reflection is 1.

The reflectance is 6.1\% at normal incidence, 3.8\% at $20^\circ$ and 0.8\% at $30^\circ$. Past the zero it climbs to 2.9\% at $37^\circ$ and 18.6\% at $39^\circ$. It stays below 1\% from $29.3^\circ$ to $35.9^\circ$. The rise is steep on the far side because $\cos\theta_2=\sqrt{1-n^2s}$ reaches zero with infinite slope at the critical angle.

The 1 meV phonon has a wavelength of 15.5 nm in the oxide. Its pattern along the interface repeats every $15.52/\sin\theta_B\approx28$ nm, or about 280 \AA.

\subsection*{Real silicon: the azimuth matters}

Take a (001) surface. If the wave travels along [100] in the surface, with displacement along [010], cubic symmetry gives $\sigma_{xy}=C_{44}\partial_xu$ and $\sigma_{zy}=C_{44}\partial_zu$. The isotropic formula then applies with $\mu_2=C_{44}$.

Now let the wave travel along [110], with coordinate $x'$ and displacement $v$ along $y'=[\bar110]$. In the cube axes $u_x=-v/\sqrt2$, $u_y=v/\sqrt2$ and $\partial_x=\partial_y=\partial_{x'}/\sqrt2$. The in-plane strains are $\varepsilon_{yy}=-\varepsilon_{xx}=\tfrac12\partial_{x'}v$ and $\varepsilon_{xy}=0$. Therefore $\sigma_{yy}=-\sigma_{xx}=\tfrac12(C_{11}-C_{12})\,\partial_{x'}v$, and rotating to the primed axes gives
\begin{equation}
\sigma_{x'y'}=\tfrac12(\sigma_{yy}-\sigma_{xx})=C'\partial_{x'}v,\qquad C'=\tfrac12(C_{11}-C_{12}).
\end{equation}
The traction on the interface is still $C_{44}\partial_zv$ along $y'$, so the wave remains pure SH. Gradients along the interface now meet $C'$, and those normal to it meet $C_{44}$:
\begin{equation}
C_{44}\,\partial_z^2v+\omega^2(\rho_2-C'p^2)v=0,\qquad
Y_2^2=C_{44}(\rho_2-C'p^2).
\end{equation}
Equating this to $Y_1^2=\mu_1(\rho_1-\mu_1p^2)$ and collecting $p^2$ gives
\begin{equation}
p^2=\frac{C_{44}\rho_2-\mu_1\rho_1}{C_{44}C'-\mu_1^2}.
\end{equation}
With $C_{11}=166$ and $C_{12}=64$ GPa, $C'=51$ GPa, and
\begin{equation}
p^2=\frac{186.4-68.2}{4080-961}=0.0379\ (\mathrm{km/s})^{-2},
\end{equation}
so $\sin^2\theta_1=p^2c_1^2=0.534$ and $\theta_1=46.95^\circ$. The critical angle for this azimuth is $53.35^\circ$. The softer $C'$ makes the silicon load fall more slowly with tilt, so a larger tilt is needed. At the [100] angle of $33.6^\circ$, a wave along [110] is still reflected by 3.2\%. For a general azimuth the plane of incidence is not a mirror plane of the crystal, pure SH motion cannot be assumed, and this derivation does not apply. All three components of displacement and traction must then be matched, and part of the energy goes into other polarizations. With an assumed longitudinal modulus of 78 GPa for the oxide, the smallest total reflectance is about 0.8\%, 1.4\% and 1.7\% at azimuths of $10^\circ$, $22.5^\circ$ and $35^\circ$ from [100]. At these azimuths a shallow minimum remains, but not an exact zero.

\subsection*{An interface that is not abrupt}

Suppose a layer of thickness $d$, load $Y_l$ and normal wavenumber $q_l$ separates the media, which are at their matched angle with common load $Y$. Let $\delta=q_ld$, and let $t$ be the amplitude at the far face. Carrying displacement and traction back through the layer gives
\begin{align}
1+r&=t\left(\cos\delta-i\frac{Y}{Y_l}\sin\delta\right),\\
1-r&=t\left(\cos\delta-i\frac{Y_l}{Y}\sin\delta\right).
\end{align}
Subtracting, $2r=i\,t\,(Y_l/Y-Y/Y_l)\sin\delta$. The outer loads are equal, so $|t|^2=1-R$, and
\begin{equation}
R=\frac{F}{1+F},\qquad F=\frac14\left(\frac{Y_l}{Y}-\frac{Y}{Y_l}\right)^2\sin^2\delta .
\end{equation}
For an assumed 0.5 nm layer with the mean density and mean modulus of its neighbours, in the [100] case, $R$ is 0.013\% at 1 meV and 0.3\% at 5 meV. It grows roughly as the square of the phonon energy while $\delta$ is small.

\subsection*{What this means for a chip}

The example resembles the lower face of the buried oxide on a (001) silicon substrate, with rough but typical elastic constants. A real buried oxide is a film, and waves returning from its upper face are not included here. Of the neglected effects sized here for a 1 meV phonon, anisotropy moves the angle most, by about $13^\circ$ between the two azimuths. Raising the oxide modulus by an assumed 1\% and lowering that of silicon by 1\%, at fixed densities, shifts the angle by $0.3^\circ$. An assumed energy decay length of 200 nm in the oxide, modelled as an imaginary part of its shear modulus, leaves a reflectance of only $3\times10^{-4}$\,\% at $\theta_B$; the figure depends on how the loss is modelled, not on the decay length alone. The more serious limit concerns which phonons carry the heat. At 350 K, $k_BT$ is 30 meV, and the continuum wavelength in the oxide at that energy would be 0.51 nm. That is comparable with atomic spacings, so the formula is not reliable there. It describes phonons near 1 meV, not the bulk of the thermal spectrum.

Even for those long waves, one perfect angle does little for the boundary resistance. For isotropic incidence, the flux onto the interface is weighted by $2\sin\theta_1\cos\theta_1\,d\theta_1=ds$, so the mean SH transmission is
\begin{equation}
\alpha=\int_0^{1/n^2}(1-r^2)\,ds=0.393 .
\end{equation}
This treats silicon as isotropic with modulus $C_{44}$. The upper limit $1/n^2=0.410$ is what would pass if partial reflection were absent at all angles below the critical one. Total reflection thus removes 59\% of the incident flux, and partial reflection less than 2\%. These shares hold for the isotropic model only. With the cubic constants of silicon, averaged over azimuth and counting every transmitted polarization, the mean transmission rises from 0.39 to about 0.48.

\section*{Computed results}
\begin{verbatim}
oxide density (rough input)       2.20 g/cm3
oxide shear modulus (rough input) 31.0 GPa
silicon density (rough input)     2.33 g/cm3
silicon C11, C12, C44 (rough)     166, 64, 80 GPa
silicon (C11-C12)/2               51.0 GPa
shear speeds oxide, silicon       3.754, 5.860 km/s
impedances oxide, silicon         8.258, 13.653 10^6 kg/(m2 s)
impedance ratio z                 1.6532
speed ratio n                     1.5610
sin^2 of zero angle               0.3062
zero angle in oxide               33.60 deg = 0.5864 rad
refracted angle in silicon        59.75 deg
sum of the two angles             93.35 deg
critical angle                    39.84 deg
matched load Z cos(theta)         6.879 10^6 kg/(m2 s)
zero angle from finite elements   33.60 deg
largest amplitude error, 6 angles 4.2e-06
random pairs with a zero          156 of 300
equal-density zero angle          31.90 deg
equal-density sum of angles       90.00 deg
reflectance at  0 deg             6.06 %
reflectance at 20 deg             3.84 %
reflectance at 30 deg             0.78 %
reflectance at 37 deg             2.89 %
reflectance at 39 deg             18.56 %
reflectance below 1 % from, to    29.33, 35.94 deg
hemispherical transmission        0.3929
share of flux below critical      0.4104
phonon energy                     1.0 meV
wavelength in oxide               15.52 nm
trace wavelength on interface     28.05 nm = 280.5 angstrom
[110] zero angle                  46.95 deg
[110] critical angle              53.35 deg
[110] reflectance at [100] zero   3.22 %
transition layer (assumed)        0.5 nm
layer reflectance at 1 meV        0.0129 %
layer reflectance at 5 meV        0.295 %
oxide energy decay length (assumed) 200 nm
reflectance left by damping       3.0e-04 %
opposite modulus drift (assumed)  1 %
zero-angle shift by drift         +0.30 deg
chip temperature                  350 K
thermal energy kT                 30.2 meV
oxide wavelength at energy kT     0.51 nm
\end{verbatim}
